# Collective Motion of a Bloch Wall and the Walker Breakdown Field

## 1. A wall with nothing to hold its plane

Take a flat domain wall with normal $x$ in a magnet with easy axis $z$. Everything depends on $x$ and time alone. The moments point along $+z$ far to the left and along $-z$ far to the right. In a Bloch wall they turn within the wall plane $yz$. Write their direction as

$$\mathbf m=(-\sin\theta\sin\psi,\ \sin\theta\cos\psi,\ \cos\theta),$$

so that $\psi$ is the tilt out of the wall plane. In the algebra $\hbar=1$. The magnetization is $M=\gamma s$, where $s$ is the magnitude of the spin density, and the field $B$ along $z$ enters as the energy $b=\gamma B$. Hence $MB=sb$. In atomic units with $g=2$, $\gamma=1$.

Suppose first that no direction perpendicular to $z$ is preferred. With exchange stiffness $A$ and easy-axis constant $K$, the energy per wall area is

$$E=\int dx\,[A(\theta'^2+\sin^2\theta\,\psi'^2)+K\sin^2\theta-sb\cos\theta].$$

For $b=0$ and uniform $\psi$, the minimum obeys $A\theta''=K\sin\theta\cos\theta$. Multiplying by $2\theta'$ and integrating gives $A\theta'^2=K\sin^2\theta$; the constant vanishes because both sides vanish in the domains. The rising solution is

$$\theta'=\frac{\sin\theta}{\Delta},\qquad \tan\frac\theta2=e^{(x-X)/\Delta},\qquad \Delta=\Delta_0=\sqrt{A/K}.$$

Thus $\sin\theta=\operatorname{sech}[(x-X)/\Delta]$ and $\cos\theta=-\tanh[(x-X)/\Delta]$, where $X$ is the wall centre.

Now switch on the field without damping. The moments obey $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}$, with $\mathbf B_{\rm eff}=-(1/M)\,\delta E/\delta\mathbf m$. The static profile feels no torque from exchange and anisotropy, and neither does any copy of it rotated about $z$. What remains is $-\gamma B\,\mathbf m\times\hat z=b\,\hat z\times\mathbf m$, a rotation about $z$ at rate $b$. Therefore

$$\dot\psi=b,\qquad \dot X=0.$$

The field favours the left domain, yet the wall turns on the spot. Moving it would change the total spin along $z$, and no torque along $z$ is available.

## 2. Damping lets the free wall creep

Add Gilbert damping:

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m}.$$

Let $\mathbf e_\theta,\mathbf e_\psi$ be the unit vectors of increasing $\theta$ and $\psi$. They satisfy $\mathbf m\times\mathbf e_\theta=\mathbf e_\psi$ and $\mathbf m\times\mathbf e_\psi=-\mathbf e_\theta$, and $\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\psi\,\mathbf e_\psi$. The two components are

$$\dot\theta=\gamma B_\psi-\alpha\sin\theta\,\dot\psi,\qquad \sin\theta\,\dot\psi=-\gamma B_\theta+\alpha\dot\theta.$$

Here $B_\theta=-(1/M)\,\delta E/\delta\theta$ and $B_\psi=-(1/M\sin\theta)\,\delta E/\delta\psi$. Multiplication by $s=M/\gamma$ gives

$$s(\sin\theta\,\dot\psi-\alpha\dot\theta)=\frac{\delta E}{\delta\theta},\tag{1}$$

$$s(\dot\theta+\alpha\sin\theta\,\dot\psi)=-\frac1{\sin\theta}\frac{\delta E}{\delta\psi}.\tag{2}$$

Try the static profile with moving $X(t)$ and uniform $\psi(t)$. Then $\dot\theta=-\dot X\sin\theta/\Delta$. Exchange and anisotropy cancel in $\delta E/\delta\theta$, leaving $sb\sin\theta$, while $\delta E/\delta\psi=0$. A common factor $s\sin\theta$ drops out:

$$\dot\psi+\frac{\alpha\dot X}{\Delta}=b,\qquad \frac{\dot X}{\Delta}-\alpha\dot\psi=0.$$

Hence

$$\dot\psi=\frac{b}{1+\alpha^2},\qquad \dot X=\frac{\alpha\Delta b}{1+\alpha^2}.$$

For $\alpha\to0$ this returns to the turning wall of section 1. Damping supplies a small torque along $z$, and the wall creeps forward while it turns.

## 3. The hard axis of a flat wall

A tilted wall has a magnetization component $M_x=-M\sin\theta\sin\psi$ along its normal. Since $H_x+M_x$ cannot depend on $x$, and both terms vanish in the domains, $H_x=-M_x$. The magnetostatic energy density is

$$-\tfrac12\mu_0M_xH_x=\tfrac12\mu_0M_x^2=K_p\sin^2\theta\sin^2\psi,\qquad K_p=\tfrac12\mu_0M^2.$$

This value belongs to an unbounded flat wall. In a film with the easy axis normal to its plane and a thickness comparable to the wall width or smaller, $K_p$ is much lower. If the easy axis lies in the film plane, $y$ is the film normal and moments along it charge the film faces. In a thin film $K_p$ then turns negative, its size approaches $\tfrac12\mu_0M^2$ again, and the wall at rest has its central moments along $x$. In a narrow track, charges on the side faces change $K_p$ and can even reverse its sign. Below, $K_p$ is positive unless it is explicitly set to zero, and the local form $K_p\sin^2\theta\sin^2\psi$ is assumed to be adequate.

The new term has the same $\theta$ dependence as the easy-axis term. At fixed tilt it replaces $K$ by $K+K_p\sin^2\psi$. From $\int\sin^2\theta\,dx=2\Delta$ and $\int\theta'^2dx=2/\Delta$, a wall of width $\Delta$ has energy

$$\frac{2A}{\Delta}+2\Delta(K+K_p\sin^2\psi).$$

Setting its derivative with respect to $\Delta$ to zero yields

$$\Delta(\psi)=\sqrt{\frac{A}{K+K_p\sin^2\psi}}.\tag{3}$$

A tilted wall is narrower.

## 4. Collective equations with a changing width

Since $\psi$ may now vary in time, let $\Delta$ vary too. Differentiating the profile gives

$$\dot\theta=-\frac{\dot X}{\Delta}\sin\theta-\frac{(x-X)\dot\Delta}{\Delta^2}\sin\theta.$$

The first term is even about the centre and the second is odd.

**Force.** Multiply (1) by $\theta'=\sin\theta/\Delta$, which is even, and integrate. The odd term drops out. With $\int\sin\theta\,\theta'dx=2$ and $\int\dot\theta\,\theta'dx=-2\dot X/\Delta$, the left side is $2s(\dot\psi+\alpha\dot X/\Delta)$. The right side is a total derivative:

$$\int\theta'\frac{\delta E}{\delta\theta}dx=\Big[-A\theta'^2+(K+K_p\sin^2\psi)\sin^2\theta-sb\cos\theta\Big]_{-\infty}^{\infty}=2sb.$$

**Torque about $z$.** Multiply (2) by $\sin\theta$ and integrate. The left side is $s(-2\dot X+2\alpha\Delta\dot\psi)$. For uniform $\psi$, $\delta E/\delta\psi=K_p\sin^2\theta\sin2\psi$, so the right side is $-2\Delta K_p\sin2\psi$.

Dividing by $2s$ and by $-2s\Delta$ respectively, we obtain

$$\boxed{\dot\psi+\frac{\alpha\dot X}{\Delta}=b,\qquad \frac{\dot X}{\Delta}-\alpha\dot\psi=\frac{K_p}{s}\sin2\psi.}\tag{4}$$

Within the family of profiles with uniform $\psi$, these hold for any instantaneous width. For $K_p=0$ they reduce to section 2.

The second equation is the balance of angular momentum. A wall that advances reverses a spin density $s$ in the swept volume. The field along $z$ cannot provide that change; the hard axis can, once the wall is tilted.

For steady motion, $\dot\psi=0$, nothing has been lost by integrating. With $\Delta=\Delta(\psi)$ from (3), $\theta''=\sin\theta\cos\theta/\Delta^2$ cancels the anisotropy term at every $x$. Equations (1) and (2) then each contain a common factor $\sin\theta$, and what is left is (4). The steady moving wall is an exact solution of this continuum model.

## 5. The largest restoring torque

The second equation in (4) gives $\dot X/\Delta=\alpha\dot\psi+(K_p/s)\sin2\psi$. Insert this into the first:

$$(1+\alpha^2)\dot\psi=b-b_W\sin2\psi,\qquad b_W=\frac{\alpha K_p}{s}.\tag{5}$$

The width has disappeared. The field turns the wall out of its plane. The hard-axis torque drives the wall forward, and the damping of this forward motion turns the plane back. That restoring action is proportional to $\sin2\psi$ and is largest at $\psi=45^\circ$. A steady tilt therefore exists if and only if $|b|\le b_W$. Dividing by $\gamma$ gives the Walker field

$$B_W=\frac{\alpha K_p}{M},\qquad\text{and for the unbounded flat wall}\qquad B_W=\frac{\alpha\mu_0M}{2}.$$

In atomic units with $g=2$ we have $\mu_0=4\pi/c^2$ and $M=s$, so $b_W=2\pi\alpha s/c^2$.

For $0<b<b_W$ there are two steady tilts between $0$ and $90^\circ$. Put $\psi=\bar\psi+\delta$ in (5) and keep first order:

$$(1+\alpha^2)\dot\delta=-2b_W\cos2\bar\psi\;\delta.$$

Against a uniform change of tilt, the solution below $45^\circ$ is stable and the one above is unstable. They merge at $b_W$.

The reversed domain must also survive the field. Near $\theta=\pi$, put $\theta=\pi-\epsilon$. The energy density changes by $(K-sb/2)\epsilon^2$ in the softest direction, so $b<2K/s$ is required.

### Numbers for a model magnet

Choose $A=0.0072$ eV/Å, $K=2\times10^{-6}$ eV/Å$^3$, $s=0.03\,\hbar$/Å$^3$, $g=2$ and $\alpha=0.1$. These are round model values. Then $\Delta_0=\sqrt{0.0072/(2\times10^{-6})}=60$ Å, and the magnetostatic formula gives $K_p=1.214\times10^{-6}$ eV/Å$^3$. The breakdown field is

$$b_W=\frac{0.1\times1.214\times10^{-6}}{0.03}=4.05\times10^{-6}\ \text{eV},$$

or 35.0 mT. The domain limit $2K/s=1.33\times10^{-4}$ eV is far higher.

Equations (1) and (2) were also integrated in time on a grid, with the direction of each moment free. At $0.97\,b_W$ the wall locks near $38^\circ$. At $1.03\,b_W$ its tilt passes $90^\circ$. This brackets the breakdown without assuming a wall profile during the motion.

The roles of $\alpha$ and $K_p$ in $b_W$ can be tested separately. At 1.5 times the original $b_W$, doubling either $\alpha$ or $K_p$ makes the wall lock again, at $\psi=\tfrac12\arcsin0.75=24.3^\circ$. Setting $K_p=0$ at half the original $b_W$ makes it turn freely and creep at $1.20\times10^{-5}$ eV Å/$\hbar$, as section 2 predicts.

At $b_W/2$ the steady tilts are $15^\circ$ and $75^\circ$. A start at $70^\circ$ ends at $15^\circ$. A start at $80^\circ$ ends at $195^\circ$, which is the next stable tilt, half a turn further on.

## 6. Speed below breakdown

For $\dot\psi=0$ the first equation in (4) gives

$$v=\frac{b\,\Delta(\psi)}{\alpha},\qquad \sin2\psi=\frac b{b_W}.\tag{6}$$

Energy balance gives the same law. From (1) and (2), in a fixed field,

$$\frac{dE}{dt}=\int\Big(\frac{\delta E}{\delta\theta}\dot\theta+\frac{\delta E}{\delta\psi}\dot\psi\Big)dx=-\alpha s\int(\dot\theta^2+\sin^2\theta\,\dot\psi^2)\,dx,$$

because the mixed terms cancel. A steady wall releases Zeeman energy at the rate $2sbv$, and damping dissipates energy at the rate $2\alpha sv^2/\Delta$. Equating the two returns (6).

At half the breakdown field, (6) gives $v=1.190\times10^{-3}$ eV Å/$\hbar$, and the grid agrees to better than 0.1%. Without the hard axis the same field moved the wall about a hundred times more slowly.

The speed is not largest at $b_W$, because the wall narrows as it tilts. Let $\kappa=K_p/K$, $u=\sin^2\psi$ and $r=\sqrt{1+\kappa}$. Using $b=b_W\sin2\psi$,

$$v^2=\Big(\frac{K_p\Delta_0}{s}\Big)^2\frac{4u(1-u)}{1+\kappa u}.$$

The derivative of the fraction vanishes when

$$(1-2u)(1+\kappa u)-\kappa u(1-u)=1-2u-\kappa u^2=0.$$

The positive root is $u=(r-1)/\kappa=1/(1+r)$, since $\kappa=(r-1)(r+1)$. Then $1-u=r/(1+r)$ and $1+\kappa u=r$, so

$$v_{\max}=\frac{2K_p\Delta_0}{s(1+r)}=\frac{2K\Delta_0}{s}(r-1),\qquad \frac b{b_W}=\frac{2\sqrt r}{1+r}.$$

For $\kappa\to0$ the maximum moves to $b_W$ and $v_{\max}\to K_p\Delta_0/s$. Damping sets the field at which the largest speed is reached, but not its value.

Here $\kappa=0.607$ and $r=1.268$, hence

$$v_{\max}=\frac{2(2\times10^{-6})(60)(0.268)}{0.03}=2.14\times10^{-3}\ \text{eV Å}/\hbar,$$

or 325 m/s. It is reached at $0.993\,b_W$. At $b_W$ itself the wall has narrowed to 52.6 Å and the speed is 0.7% lower. The speed maximum and the breakdown are separate points, though close together in this example.

## 7. Turning motion above breakdown

For $b>b_W$ the right side of (5) stays positive and $\psi$ increases without end. Let $R=\sqrt{b^2-b_W^2}$ and $t=\tan\psi$. With $d\psi=dt/(1+t^2)$ and $\sin2\psi=2t/(1+t^2)$,

$$\int\frac{d\psi}{b-b_W\sin2\psi}=\int\frac{dt}{bt^2-2b_Wt+b}=\frac1R\arctan\frac{bt-b_W}{R}.$$

The last step completes the square, $b(t-b_W/b)^2+R^2/b$. Over half a turn $t$ runs from $-\infty$ to $\infty$, and from $0$ to $90^\circ$ it runs from $0$ to $\infty$. Thus

$$T=\frac{\pi(1+\alpha^2)}{R},\qquad T_{0\to90^\circ}=\frac{1+\alpha^2}{R}\Big[\frac\pi2+\arctan\frac{b_W}{R}\Big].$$

The second time exceeds $T/2$, because the slow region around $45^\circ$ lies inside that interval. Just above $b_W$ the delay is long. At $1.03\,b_W$ the formula gives $2.932\times10^6\,\hbar$/eV, and the grid gives $2.934\times10^6\,\hbar$/eV. A short observation could mistake such a wall for a locked one.

The first equation in (4) reads $\dot X=(\Delta/\alpha)(b-\dot\psi)$. At fixed width its average needs only $\langle\dot\psi\rangle=\pi/T=R/(1+\alpha^2)$:

$$\langle\dot X\rangle=\frac\Delta\alpha\Big[b-\frac{R}{1+\alpha^2}\Big].\tag{7}$$

As $b\to b_W$ from above, $R\to0$ and the result joins the steady law at the same fixed width. For $b\gg b_W$, $R\simeq b-b_W^2/(2b)$ and it becomes

$$\langle\dot X\rangle\simeq\frac{\Delta}{1+\alpha^2}\Big[\alpha b+\frac{b_W^2}{2\alpha b}\Big].$$

The first term is the creep of section 2. With weak damping it dominates only when $b\gg b_W/\alpha=K_p/s$. The forward and backward pushes of the hard axis then nearly cancel over a turn. But (7) assumes that the wall keeps its profile, so the turning must also stay slow compared with $2K/s$. Both conditions can hold only if $K_p\ll K$. The model magnet does not satisfy this, since its $2K/s$ is only 3.3 times $b_W/\alpha$, and the limiting formula should not be used for it at such fields.

At $b=2b_W$ we have $R=\sqrt3\,b_W=7.01\times10^{-6}$ eV, and (7) with $\Delta_0$ gives $6.92\times10^{-4}$ eV Å/$\hbar$. The grid gives $6.12\times10^{-4}$ eV Å/$\hbar$, so the fixed-width value is 13% too high relative to the grid.

Letting the width change removes almost all of the difference. If it follows (3),

$$\langle\dot X\rangle=\frac1T\int_0^\pi\Delta(\psi)\,\frac{b-\dot\psi}{\alpha\dot\psi}\,d\psi,$$

with $\dot\psi$ from (5). This gives $6.10\times10^{-4}$ eV Å/$\hbar$, within 0.4% of the grid.

The sign of the correction follows by pairing $\psi$ with $\pi-\psi$ for $0<\psi<90^\circ$. Both tilts have the same width. The hard-axis torque pushes the wall forward at the first and equally hard backward at the second, but the wall turns more slowly through the first, and the damping term $\alpha\dot\psi$ adds forward motion at both. Each pair therefore contributes a net advance proportional to $\Delta(\psi)\le\Delta_0$, and narrowing lowers the mean.

Using (3) during the turning assumes that $\dot\psi$ is small compared with $2K/s$. Here its largest value is $3b_W/(1+\alpha^2)=1.2\times10^{-5}$ eV/$\hbar$, about a tenth of that scale. The width on the grid stays within 0.25% of (3). At much higher fields, or with a much stronger hard axis, this separation can fail.

The one-dimensional model also leaves out pinning, temperature, electric current and bending of the wall. A real track may leave steady motion by a route in which $\psi$ varies along the wall, and (5) cannot describe that. The numerical output follows below.

## Table of computed values

```
exchange stiffness A = 0.0072 eV/A
easy-axis constant K = 2.00e-06 eV/A^3
spin density s = 0.030 hbar/A^3;  g = 2;  damping = 0.1
hard-axis constant Kp = 1.2142e-06 eV/A^3;  Kp/K = 0.6071
charge energy / local hard-axis energy = 0.99996
wall width at zero tilt = 60.00 A
wall width at 45 deg = 52.55 A
largest restoring rate Kp/s = 4.0475e-05 eV/hbar
domain stability limit 2K/s = 1.3333e-04 eV
breakdown field b_W = 4.0475e-06 eV = 34.96 mT
steady speed at b_W = 2.1270e-03 eV A/hbar
largest steady speed = 2.1418e-03 eV A/hbar = 325.4 m/s
field of largest speed / b_W = 0.9930
[0.50 b_W] tilt: formula 15.00, grid 15.00 deg
[0.50 b_W] speed: formula 1.1903e-03, grid 1.1898e-03 eV A/hbar
[0.97 b_W] tilt: formula 37.97, grid 37.94 deg
[0.97 b_W] speed: formula 2.1242e-03, grid 2.1228e-03 eV A/hbar
[1.50 b_W, damping doubled] tilt: formula 24.30, grid 24.30 deg
[1.50 b_W, damping doubled] speed: formula 1.7344e-03, grid 1.7337e-03 eV A/hbar
[1.50 b_W, Kp doubled] tilt: formula 24.30, grid 24.30 deg
[1.50 b_W, Kp doubled] speed: formula 3.3177e-03, grid 3.3162e-03 eV A/hbar
[1.03 b_W] time from 0 to 90 deg: formula 2.9321e+06, grid 2.9335e+06 hbar/eV
[1.03 b_W] tilt at end of run = 166.8 deg
length of each run = 3.132e+06 hbar/eV
[0.50 b_W, Kp = 0] turning rate: formula 2.0037e-06, grid 2.0037e-06 eV/hbar
[0.50 b_W, Kp = 0] speed: formula 1.2022e-05, grid 1.2018e-05 eV A/hbar
[0.50 b_W] unstable angle = 75.00 deg
[0.50 b_W] start 70 deg, end 15.00 deg
[0.50 b_W] start 80 deg, end 195.00 deg
[2.00 b_W] time per half turn: formula 4.5261e+05, grid 4.5273e+05 hbar/eV
[2.00 b_W] mean speed, fixed width = 6.9236e-04 eV A/hbar
[2.00 b_W] mean speed, width following tilt = 6.0953e-04 eV A/hbar
[2.00 b_W] mean speed on the grid = 6.1190e-04 eV A/hbar
[2.00 b_W] largest relative width deviation = 2.5e-03
```
